# Infrared and Raman Activity of Planar Aluminium Trichloride: test program

```python
"""
Result under test: a planar XY3 molecule (AlCl3 monomer, point group D3h, equal
Y isotopes) has vibrations A1' + A2'' + 2E', hence four distinct fundamentals.
A2'' and both E' are infrared-active; A1' is Raman-active only.

Symbols: m_x, m_y masses (u); r0 bond length (angstrom); k_r, k_b, k_h force
constants (N/m) for stretching, in-plane bending (coordinate r0*angle) and the
height of X above the Y3 plane; q charge parameter (e): X has +3q, each Y -q.
Strengths are squared derivatives with respect to mass-weighted coordinates Q.
The force field is a round-number model, not a prediction for AlCl3.
"""
import numpy as np
from scipy.constants import atomic_mass, c, pi

m_x, m_y, m_y_heavy = 27.0, 35.0, 37.0
r0, k_r, k_b, k_h, q = 2.0, 300.0, 10.0, 50.0, 0.5
pol0, pol_slope = 2.0, 3.0        # bond polarizability (A^3), its slope (A^2)
phi = 2 * pi * np.arange(3) / 3
planar = np.vstack([np.zeros(3),
                    r0 * np.column_stack([np.cos(phi), np.sin(phi), 0 * phi])])


def internal_coordinates(flat):
    pos = flat.reshape(4, 3)
    bonds = pos[1:] - pos[0]
    lengths = np.linalg.norm(bonds, axis=1)
    units = bonds / lengths[:, None]
    angles = [np.arccos(units[i] @ units[(i + 1) % 3]) for i in range(3)]
    normal = np.cross(pos[2] - pos[1], pos[3] - pos[1])
    height = (pos[0] - pos[1]) @ normal / np.linalg.norm(normal)
    return np.concatenate([lengths, r0 * np.array(angles), [height]])


def dipole(flat):
    return np.array([3 * q, -q, -q, -q]) @ flat.reshape(4, 3)


def polarizability(flat):
    pos = flat.reshape(4, 3)
    total = np.zeros((3, 3))
    for bond in pos[1:] - pos[0]:
        length = np.linalg.norm(bond)
        unit = bond / length
        total += (pol0 + pol_slope * (length - r0)) * np.outer(unit, unit)
    return total.ravel()


def jacobian(function, flat, step=1e-4):
    columns = []
    for shift in step * np.eye(flat.size):
        columns.append((function(flat + shift) - function(flat - shift))
                       / (2 * step))
    return np.array(columns).T


def vibrations(geometry, masses):
    """Eigenvalues (N/m/u), modes, IR and Raman strengths of six vibrations."""
    flat = geometry.ravel()
    scale = 1 / np.sqrt(np.repeat(masses, 3))
    # At the reference geometry all internal deviations vanish, so the
    # Hessian of the quadratic internal energy is exactly B^T K B.
    b_matrix = jacobian(internal_coordinates, flat) * scale
    stiffness = np.diag([k_r] * 3 + [k_b] * 3 + [k_h])
    values, vectors = np.linalg.eigh(b_matrix.T @ stiffness @ b_matrix)
    assert np.max(np.abs(values[:6])) < 1e-8 * values[-1]
    assert values[6] > 1e-3 * values[-1]
    modes = vectors[:, 6:]
    infrared = np.sum(((jacobian(dipole, flat) * scale) @ modes) ** 2, axis=0)
    raman = np.sum(((jacobian(polarizability, flat) * scale) @ modes) ** 2,
                   axis=0)
    return values[6:], modes, infrared, raman


def group_levels(values):
    levels = [[0]]
    for i in range(1, len(values)):
        if values[i] - values[i - 1] < 1e-6 * values[-1]:
            levels[-1].append(i)
        else:
            levels.append([i])
    return levels


def wavenumber(value):
    return np.sqrt(value / atomic_mass) / (2 * pi * c) / 100


# The twelve D3h operations and their action on all twelve displacements.
class_names = ["E", "C3", "C2", "sigma_h", "S3", "sigma_v"]
class_sizes = np.array([1, 2, 3, 1, 2, 3])
operations = []
for mirror in (0, 1):
    for flip in (0, 1):
        for k in range(3):
            ca, sa = np.cos(phi[k]), np.sin(phi[k])
            matrix = np.array([[ca, -sa, 0], [sa, ca, 0], [0, 0, 1.0]])
            if flip:
                matrix = matrix @ np.diag([1.0, -1.0, -1.0])
            if mirror:
                matrix = matrix @ np.diag([1.0, 1.0, -1.0])
            label = 3 * mirror + (2 if flip else (0 if k == 0 else 1))
            distance = np.linalg.norm(
                planar[:, None] - (planar @ matrix.T)[None, :], axis=2)
            permutation = (distance < 1e-9).astype(float)
            assert np.all(permutation.sum(axis=0) == 1)
            operations.append((label, matrix, np.kron(permutation, matrix)))

irreps = {"A1'": [1, 1, 1, 1, 1, 1], "A2'": [1, 1, -1, 1, 1, -1],
          "E'": [2, -1, 0, 2, -1, 0], "A1''": [1, 1, 1, -1, -1, -1],
          "A2''": [1, 1, -1, -1, -1, 1], "E''": [2, -1, 0, -2, 1, 0]}
table = np.array(list(irreps.values()))
assert np.allclose((table * class_sizes) @ table.T, 12 * np.eye(6))


def class_characters(function):
    result = np.zeros(6)
    for label, matrix, big in operations:
        result[label] += function(matrix, big) / class_sizes[label]
    return result


def reduce_characters(characters):
    counts = (table * class_sizes) @ characters / 12
    assert np.allclose(counts, np.round(counts), atol=1e-6)
    return {name: int(round(n)) for name, n in zip(irreps, counts)
            if round(n) != 0}


def text(counts):
    return " + ".join((str(n) if n > 1 else "") + s for s, n in counts.items())


chi_all = class_characters(lambda g, big: np.trace(big))
chi_vector = class_characters(lambda g, big: np.trace(g))
chi_rotation = class_characters(lambda g, big: np.linalg.det(g) * np.trace(g))
chi_tensor = class_characters(
    lambda g, big: (np.trace(g) ** 2 + np.trace(g @ g)) / 2)
unmoved = np.array([4, 1, 2, 4, 1, 2])
theta = np.array([0, 2 * pi / 3, pi, 0, 2 * pi / 3, 0])
sign = np.array([1, 1, 1, -1, -1, -1])
# Reflections are improper operations with zero rotation angle.
assert np.allclose(chi_all, unmoved * (sign + 2 * np.cos(theta)))
total_reps = reduce_characters(chi_all)
vector_reps = reduce_characters(chi_vector)
rotation_reps = reduce_characters(chi_rotation)
tensor_reps = reduce_characters(chi_tensor)
vibration_reps = reduce_characters(chi_all - chi_vector - chi_rotation)
assert total_reps == {"A1'": 1, "A2'": 1, "E'": 3, "A2''": 2, "E''": 1}
assert vector_reps == {"E'": 1, "A2''": 1}
assert rotation_reps == {"A2'": 1, "E''": 1}
assert tensor_reps == {"A1'": 2, "E'": 1, "E''": 1}
assert vibration_reps == {"A1'": 1, "E'": 2, "A2''": 1}

# Mechanical model: symmetry labels are read from the computed eigenvectors.
values, modes, infrared, raman = vibrations(planar, [m_x, m_y, m_y, m_y])
levels = group_levels(values)
assert len(levels) == 4

# Random derivative tensors, restricted only by invariance under D3h.
rng = np.random.default_rng(4)
random_p = rng.normal(size=(3, 12))
random_a = rng.normal(size=(3, 3, 12))
random_a = random_a + random_a.transpose(1, 0, 2)
general_p = sum(g.T @ random_p @ big for _, g, big in operations) / 12
general_a = sum(np.einsum("ia,ijn,jb,nm->abm", g, random_a, g, big)
                for _, g, big in operations) / 12
general_ir = np.sum((general_p @ modes) ** 2, axis=0)
general_raman = np.sum((general_a @ modes) ** 2, axis=(0, 1))

records = []
for level in levels:
    block = modes[:, level]
    found = reduce_characters(
        class_characters(lambda g, big: np.trace(block.T @ big @ block)))
    assert sum(found.values()) == 1
    name = next(iter(found))
    ir, ram = infrared[level].sum(), raman[level].sum()
    for strength, reference in ((ir, infrared), (general_ir[level].sum(),
                                                general_ir)):
        assert (strength > 1e-8 * reference.max()) == (name in vector_reps)
    for strength, reference in ((ram, raman), (general_raman[level].sum(),
                                              general_raman)):
        assert (strength > 1e-8 * reference.max()) == (name in tensor_reps)
    records.append((name, len(level), values[level].mean(), ir, ram))

breathing = next(r for r in records if r[0] == "A1'")
out_of_plane = next(r for r in records if r[0] == "A2''")
e_low, e_high = [r for r in records if r[0] == "E'"]
ordered = [breathing, out_of_plane, e_high, e_low]
assert sum(r[3] > 1e-8 * infrared.max() for r in ordered) == 3

# Closed formulas against numerical diagonalization.
inverse_reduced = 1 / m_x + 1 / (3 * m_y)
g_factor = 1 / m_y + 1.5 / m_x
e_sum = g_factor * (k_r + 3 * k_b)
e_product = 3 * k_r * k_b / m_y * (1 / m_y + 3 / m_x)
root = np.sqrt(e_sum ** 2 - 4 * e_product)
formula = [k_r / m_y, k_h * inverse_reduced,
           (e_sum + root) / 2, (e_sum - root) / 2]
assert np.allclose([r[2] for r in ordered], formula, rtol=1e-6)
assert np.isclose(out_of_plane[3], 9 * q ** 2 * inverse_reduced, rtol=1e-6)
assert np.isclose(e_low[3] + e_high[3], 18 * q ** 2 * inverse_reduced,
                  rtol=1e-6)

# The direct equations for s and t must have the same two eigenvalues.
coupling = 1.5 / m_x
dynamics = np.array([[g_factor * k_r, coupling * 3 * k_b],
                     [coupling * k_r, g_factor * 3 * k_b]])
assert np.allclose(np.sort(np.linalg.eigvals(dynamics).real),
                   [e_low[2], e_high[2]], rtol=1e-6)

# Breathing leaves X at rest and moves the three Y atoms radially in phase.
breathing_index = int(np.argmin(np.abs(values - breathing[2])))
shape = modes[:, breathing_index].reshape(4, 3)
radial = np.sum(shape[1:] * planar[1:] / r0, axis=1)
assert np.linalg.norm(shape[0]) < 1e-6
assert np.allclose(np.abs(radial), 1 / np.sqrt(3), atol=1e-6)
assert np.ptp(radial) < 1e-6

# Limits: all heavy Y, one heavy Y, and a pyramidal geometry.
heavy = vibrations(planar, [m_x] + [m_y_heavy] * 3)
assert len(group_levels(heavy[0])) == 4
assert np.sum(heavy[2] > 1e-8 * heavy[2].max()) == 5
mixed = vibrations(planar, [m_x, m_y_heavy, m_y, m_y])
assert len(group_levels(mixed[0])) == 6
assert np.all(mixed[2] > 1e-8 * mixed[2].max())
overlaps = np.abs(mixed[1].T @ modes[:, breathing_index])
former = int(np.argmax(overlaps))
assert overlaps[former] > 0.9
mixed_ratio = mixed[2][former] / mixed[2].max()
assert mixed_ratio < 0.01
lift = 0.3
pyramid = planar.copy()
pyramid[0, 2] = lift
pyramidal = vibrations(pyramid, [m_x, m_y, m_y, m_y])
pyramid_levels = group_levels(pyramidal[0])
pyramid_active = sum(pyramidal[2][level].sum() > 1e-8 * pyramidal[2].max()
                     for level in pyramid_levels)
assert len(pyramid_levels) == 4 and pyramid_active == 4

print("Classes:", ", ".join(class_names))
print("Cartesian characters:", np.round(chi_all).astype(int).tolist())
print("All displacements:", text(total_reps))
print("Translations / dipole:", text(vector_reps))
print("Rotations:", text(rotation_reps))
print("Polarizability:", text(tensor_reps))
print("Vibrations:", text(vibration_reps))
print(f"Masses X, Y: {m_x:.0f}, {m_y:.0f} u")
print(f"Bond length r0: {r0:.1f} angstrom")
print(f"k_r, k_b, k_h: {k_r:.0f}, {k_b:.0f}, {k_h:.0f} N/m")
print(f"Charges X, Y: {3 * q:+.1f}, {-q:+.1f} e")
print(f"Bond polarizability: {pol0:.1f} angstrom^3")
print(f"Its slope with bond length: {pol_slope:.1f} angstrom^2")
print(f"1/m_X + 1/(3 m_Y): {inverse_reduced:.6f} 1/u")
print(f"g = 1/m_Y + 3/(2 m_X): {g_factor:.6f} 1/u")
print(f"E' sum of omega^2: {e_sum:.4f} N/(m u)")
print(f"E' product of omega^2: {e_product:.4f} (N/(m u))^2")
for number, (name, size, value, ir, ram) in enumerate(ordered, 1):
    print(f"nu{number} {name}, degeneracy {size}:")
    print(f"  omega^2 = {value:.4f} N/(m u)")
    print(f"  wavenumber = {wavenumber(value):.1f} cm^-1")
    print(f"  IR strength = {ir:.5f} e^2/u")
    print(f"  Raman strength = {ram:.4f} angstrom^4/u")
print(f"Distinct frequencies, equal Y: {len(levels)}")
print("IR-active frequencies, equal Y:",
      sum(r[3] > 1e-8 * infrared.max() for r in ordered))
print(f"One Y of mass {m_y_heavy:.0f} u, distinct frequencies:",
      len(group_levels(mixed[0])))
print(f"  former nu1: {wavenumber(mixed[0][former]):.1f} cm^-1")
print(f"  its IR strength: {mixed[2][former]:.2e} e^2/u")
print(f"  relative to strongest single mode: {mixed_ratio:.2e}")
print(f"Pyramid, X raised by {lift:.1f} angstrom:")
print(f"  distinct / IR-active: {len(pyramid_levels)} / {pyramid_active}")
print("tests ok")
```

Running it gives:

```
Classes: E, C3, C2, sigma_h, S3, sigma_v
Cartesian characters: [12, 0, -2, 4, -2, 2]
All displacements: A1' + A2' + 3E' + 2A2'' + E''
Translations / dipole: E' + A2''
Rotations: A2' + E''
Polarizability: 2A1' + E' + E''
Vibrations: A1' + 2E' + A2''
Masses X, Y: 27, 35 u
Bond length r0: 2.0 angstrom
k_r, k_b, k_h: 300, 10, 50 N/m
Charges X, Y: +1.5, -0.5 e
Bond polarizability: 2.0 angstrom^3
Its slope with bond length: 3.0 angstrom^2
1/m_X + 1/(3 m_Y): 0.046561 1/u
g = 1/m_Y + 3/(2 m_X): 0.084127 1/u
E' sum of omega^2: 27.7619 N/(m u)
E' product of omega^2: 35.9184 (N/(m u))^2
nu1 A1', degeneracy 1:
  omega^2 = 8.5714 N/(m u)
  wavenumber = 381.4 cm^-1
  IR strength = 0.00000 e^2/u
  Raman strength = 0.3857 angstrom^4/u
nu2 A2'', degeneracy 1:
  omega^2 = 2.3280 N/(m u)
  wavenumber = 198.8 cm^-1
  IR strength = 0.10476 e^2/u
  Raman strength = 0.0000 angstrom^4/u
nu3 E', degeneracy 2:
  omega^2 = 26.4014 N/(m u)
  wavenumber = 669.4 cm^-1
  IR strength = 0.18146 e^2/u
  Raman strength = 0.3238 angstrom^4/u
nu4 E', degeneracy 2:
  omega^2 = 1.3605 N/(m u)
  wavenumber = 152.0 cm^-1
  IR strength = 0.02806 e^2/u
  Raman strength = 0.3166 angstrom^4/u
Distinct frequencies, equal Y: 4
IR-active frequencies, equal Y: 3
One Y of mass 37 u, distinct frequencies: 6
  former nu1: 377.9 cm^-1
  its IR strength: 1.63e-05 e^2/u
  relative to strongest single mode: 1.56e-04
Pyramid, X raised by 0.3 angstrom:
  distinct / IR-active: 4 / 4
tests ok
```
